# Split-Operator Passage Through an Avoided Crossing, Compared with Landau-Zener Theory

Suppose an ion captures an electron and its solvent shell begins to relax. On the way the shell passes a geometry where the captured state and the uncaptured state have equal energy. If we assume that the nuclei stay on one adiabatic surface during this first passage, the electron is given back almost with certainty. If we ignore the electronic coupling, it is never given back. For the ion treated below both answers are badly wrong: the probability of keeping the electron through the first passage is about 0.58. A method is needed that moves nuclei and electronic amplitudes together, and a formula is needed to judge its result.

## One step by hand

Take two electronic states and two grid points. At each point the wavefunction is a column $(\psi_1,\psi_2)^T$, so there are four amplitudes. Let the two diabatic energies be $+\Delta$ and $-\Delta$, with coupling $V$:

$$W=\begin{pmatrix}\Delta&V\\V&-\Delta\end{pmatrix},\qquad W^2=(\Delta^2+V^2)\,I\equiv\Omega^2 I .$$

Since $W^2$ is a multiple of the identity, the even terms of the exponential series sum to a cosine and the odd terms to a sine:

$$e^{-iW\tau/2\hbar}=\cos\frac{\Omega\tau}{2\hbar}\,I-\frac{i}{\Omega}\sin\frac{\Omega\tau}{2\hbar}\,W .$$

Let point A be the crossing, $\Delta=0$, and choose $V\tau/2\hbar=\pi/4$. Let point B have $\Delta=\sqrt{15}\,V$, so that $\Omega=4V$ and $\Omega\tau/2\hbar=\pi$. The half-step potential factors are

$$U_A=\frac1{\sqrt2}\begin{pmatrix}1&-i\\-i&1\end{pmatrix},\qquad U_B=-I .$$

Start in state 2 at A.

1. **Half a potential step.** A becomes $(-i,1)^T/\sqrt2$, and B stays empty.
2. **A kinetic step.** Two points carry two plane waves, the sum $A+B$ and the difference $A-B$. The sum has zero kinetic energy and keeps its phase. Choose $\tau$ and the grid spacing so that the difference gains the factor $-i$. Transforming back gives
$$A'=\tfrac12[(A+B)-i(A-B)],\qquad B'=\tfrac12[(A+B)+i(A-B)].$$
With $B=0$, $A'=\frac{1-i}2A$ and $B'=\frac{1+i}2A$. Each point now holds probability $\frac12$.
3. **Half a potential step.** At A, $U_A(-i,1)^T/\sqrt2=(-i,0)^T$, so its half is entirely in state 1. At B the factor $-I$ changes no population, so its half stays equally divided.

State 1 holds $\frac12+\frac14=\frac34$, state 2 holds $\frac14$, and the sum is 1. The angles are far too large for accurate dynamics, but the method is complete: potentials act point by point and mix electronic states, while kinetic energy acts wave by wave and moves amplitude between points.

## The method in general

For any $E_1(q)$, $E_2(q)$ and $V(q)$ put $M=(E_1+E_2)/2$ and $\Delta=(E_1-E_2)/2$. The mean $M$ multiplies the identity and contributes a phase:

$$e^{-iW\tau/\hbar}=e^{-iM\tau/\hbar}\left[\cos\frac{\Omega\tau}\hbar\,I-\frac i\Omega\sin\frac{\Omega\tau}\hbar\begin{pmatrix}\Delta&V\\V&-\Delta\end{pmatrix}\right].$$

One step is

$$S(\tau)=e^{-iW\tau/2\hbar}\,e^{-iT\tau/\hbar}\,e^{-iW\tau/2\hbar}.$$

To apply the middle factor, Fourier transform each component, multiply by $e^{-i\hbar\kappa^2\tau/2m}$ at wavenumber $\kappa$, and transform back. Between successive steps, two neighbouring half potential factors merge into one full factor. Each factor is unitary, so the norm is conserved up to rounding.

The order of the error follows from symmetry. Reversing $\tau$ inverts each factor, and their order is palindromic, so $S(-\tau)=S(\tau)^{-1}$. On a finite grid and for small $\tau$, $\ln S(\tau)$ is therefore odd in $\tau$. Its linear term is $-i(T+W)\tau/\hbar$ and its next term is of order $\tau^3$. Over a fixed time there are $t/\tau$ steps, so the accumulated error is of order $\tau^2$.

The grid must contain the packet with room at both ends, because the Fourier transform makes it periodic. Its largest wavenumber, $\pi$ divided by the spacing, must exceed those in the packet.

## Two displaced wells

Let both states have the same force constant $k=m\omega^2$:

$$E_1=\tfrac12kq^2,\qquad E_2=\tfrac12k(q-D)^2,\qquad \lambda=\tfrac12kD^2,\qquad S=\frac{\lambda}{\hbar\omega},$$

with constant $V$. From here on $S$ without an argument is this number. Expanding the square gives

$$E_2-E_1=\tfrac12k(D^2-2Dq)=\lambda-kDq .$$

The gap is linear in $q$ and vanishes at $q=D/2$.

The packet starts at rest at $q=0$ with the ground-state width of well 1, $\sigma=\sqrt{\hbar/2m\omega}$. Its energy in state 2 is $\lambda$, leaving aside zero-point energy. At the crossing the potential is $kD^2/8=\lambda/4$, so

$$\tfrac12mv^2=\tfrac34\lambda=\tfrac38m\omega^2D^2\quad\Rightarrow\quad v=\frac{\sqrt3}2\omega D .$$

The gap therefore changes at the rate

$$\alpha=kDv=\frac{\sqrt3}2k\omega D^2=\sqrt3\,\lambda\omega .$$

The adiabatic energies are $M\pm\Omega$. The equation $(\Delta-\Omega)u_1+Vu_2=0$ gives the upper eigenvector, proportional to $(V,\Omega-\Delta)$; the lower one is proportional to $(\Omega-\Delta,-V)$. At launch $\Delta=-\lambda/2$, so for $V\ll\lambda$ the upper vector is nearly pure state 2. The initial wavefunction is the Gaussian times this vector, with the same sign convention at every grid point. A random sign flip between neighbours would add false kinetic energy.

A packet that follows diabat 2 through the crossing goes from the upper adiabat to the lower one. Here "diabatic transition" means this event, with probability $P$. Transfer to the other diabat has probability $1-P$.

When should $P$ be read? On diabat 2 the centre follows $q=D(1-\cos\omega t)$ and meets the crossing at $\omega t=\pi/3$. The transferred branch leaves the crossing in well 1 with position $D/2$ and speed $\sqrt3\,\omega D/2$. Writing $q=A\sin\phi$ gives $A\sin\phi=D/2$ and $A\cos\phi=\sqrt3D/2$, hence $A=D$ and $\phi=30^\circ$. It returns to $D/2$ at $\phi=150^\circ$, which is $\omega t=\pi$. At one third of a period the branches stand at $D$ and $3D/2$, both clear of the crossing, so the lower-adiabat population there is $P$.

## The Landau-Zener probability

Replace the packet by a point moving at constant speed $v$, so that $E_2-E_1=-\alpha t$. This neglects acceleration. At the crossing the two diabatic forces are $\pm kD/2$, equal and opposite, but the packet is still mostly in state 2 there and is still speeding up. On diabat 2 the speed changes by the fraction $\omega\,\Delta t/\sqrt3$ during a short time $\Delta t$ at the crossing, so the approximation needs the coupling region to be passed in a small part of a period. Set $\hbar=1$ and remove the diabatic phases. With $a$ the amplitude of state 2 and $b$ that of state 1,

$$i\dot a=Ve^{-i\alpha t^2/2}b,\qquad i\dot b=Ve^{i\alpha t^2/2}a .$$

For weak coupling, $a\approx1$ and $b(\infty)\approx-iV\int e^{i\alpha t^2/2}dt$. The Fresnel integral has squared modulus $2\pi/\alpha$, so $1-P\approx2\pi V^2/\alpha$. The full result must reduce to this.

Differentiate the first equation and eliminate $b$:

$$\ddot a=-i\alpha t\,\dot a-V^2a .$$

The complex conjugate $A=a^*$ has the same modulus and obeys

$$\ddot A-i\alpha t\dot A+V^2A=0 .$$

Try $A=\int_C g(s)e^{st}ds$. In the middle term write $te^{st}=d(e^{st})/ds$ and integrate by parts. If the end terms vanish, the equation holds when

$$(s^2+V^2)g+i\alpha\frac{d(sg)}{ds}=0 .$$

For $h=sg$ this reads $h'/h=(i/\alpha)(s+V^2/s)$. Integrating,

$$A(t)=\int_C s^{-1+i\delta}\exp\!\left(st+\frac{is^2}{2\alpha}\right)ds,\qquad \delta=\frac{V^2}\alpha .$$

Along $\arg s=\pi/4$ the factor $e^{is^2/2\alpha}$ is a decaying Gaussian. Let $C$ come in from infinity along this ray, circle the origin once anticlockwise, and go out along the same ray with $\arg s=9\pi/4$. The end terms then vanish.

**Early times.** For $t\to-\infty$, $e^{st}$ decays where $\mathrm{Re}\,s>0$. Put $s=z/|t|$; the quadratic exponent becomes $iz^2/2\alpha t^2$ and drops out. Turn the two rays onto the positive real axis. The incoming one contributes $-\Gamma(i\delta)$. The outgoing one has an extra phase $2\pi$ in $s$, hence a factor $e^{2\pi i(i\delta)}=e^{-2\pi\delta}$:

$$A\to(e^{-2\pi\delta}-1)\,\Gamma(i\delta)\,|t|^{-i\delta}.$$

To justify shrinking the circle, give the exponent $i\delta$ a small positive real part and remove it at the end; both sides are analytic in it. The derivative $\dot A$ falls as $1/|t|$. Since $|b|=|\dot A|/V$, state 1 is empty at early times, as required.

**Late times.** For $t\to+\infty$, $e^{st}$ decays where $\mathrm{Re}\,s<0$. The exponent is stationary where $t+is/\alpha=0$, at $s=i\alpha t$. Deform $C$ into three pieces:

- over this saddle to infinity in the third quadrant, with $\arg s=5\pi/4$;
- in from there, once around the origin, and out with $\arg s=13\pi/4$;
- back over the saddle to the original end, $\arg s=9\pi/4$.

At the saddle the exponential has modulus 1 and a Gaussian width independent of $t$, while $s^{-1}$ is of order $1/\alpha t$. The saddle pieces of $A$ therefore vanish. Turn the rays of the middle piece onto the negative real axis, where the arguments are $\pi$ and $3\pi$:

$$A\to(e^{-3\pi\delta}-e^{-\pi\delta})\Gamma(i\delta)t^{-i\delta}
=e^{-\pi\delta}(e^{-2\pi\delta}-1)\Gamma(i\delta)t^{-i\delta}.$$

The ratio of late to early modulus is $e^{-\pi\delta}$. Squaring it and restoring $\hbar$,

$$P=\exp\!\left(-\frac{2\pi V^2}{\hbar\alpha}\right)=\exp\!\left(-\frac{2\pi V^2}{\sqrt3\,\lambda\hbar\omega}\right).$$

Small $V$ reproduces the weak-coupling result. Large $V$ gives $P\to0$, adiabatic motion, within this constant-speed model. Direct integration of the two-level equations for $V^2/\hbar\alpha=0.05$, $0.15$ and $0.40$ agrees with the formula to about $10^{-5}$; at $0.15$ both give 0.3897.

For the wavepacket the formula is an approximation. At fixed exponent $V^2\propto\lambda\hbar\omega$, so $V/\lambda\propto S^{-1/2}$. Also $\sigma/D=1/(2\sqrt S)$. Large $S$ thus makes the coupling small beside the kinetic energy and the packet narrow beside its path.

## A hydrated iron ion

State 1 is a ferric ion with the electron on a localised surface site. State 2 is the ferrous ion just after capturing it. Six water ligands, each of rough mass 18 u, breathe together with a quantum of about 0.055 eV. If each bond changes by 0.014 nm, the normal coordinate $q=\sum_i\Delta r_i/\sqrt6$ shifts by

$$D=\sqrt6\times0.014=0.0343\ \text{nm},$$

and keeps the mass of one ligand, since $\sum_i\dot r_i^2=\dot q^2$ for this motion. The force constant is $k=1302.6$ eV/nm², so

$$\lambda=\tfrac12(1302.6)(0.03429)^2=0.766\ \text{eV},\qquad S=\frac{0.766}{0.055}=13.9 .$$

With $V=0.08$ eV the exponent is

$$\frac{2\pi(0.08)^2}{\sqrt3\,(0.7659)(0.055)}=0.551,\qquad P=e^{-0.551}=0.576 .$$

The crossing is reached after 12.5 fs at 0.00248 nm/fs, and the gap sweeps through a range $2V$ in 1.4 fs. The read-out is at 25.1 fs, before the first return at 37.6 fs.

The grid has 256 points spaced by 0.000674 nm, hence a largest wavenumber near 4700 nm⁻¹. The packet's greatest mean wavenumber on diabat 2 is $m\omega D/\hbar=D/2\sigma^2\approx810$ nm⁻¹, for $\sigma=0.00459$ nm.

To test the time step, a packet launched in pure state 2 was compared with diagonalization in 150 oscillator functions per electronic state. The norm of the wavefunction difference, relative to a unit-norm state, was $3.40\times10^{-4}$, $8.51\times10^{-5}$ and $2.13\times10^{-5}$ for 150, 300 and 600 steps. Each halving divides the error by four, as derived.

With 600 steps and launch on the upper adiabat, the packet gives $P=0.575$, against 0.576 from the formula. The third digit depends on the read-out time: the lower-adiabat population drifts from 0.574 at 21 fs to 0.576 at 27 fs, and reaches 0.584 at 31 fs as the return begins. The population of diabatic state 2 is 0.581. The difference is of the size of the residual mixing: first-order perturbation theory gives a population $(V/\lambda)^2\approx0.01$ of the other diabat at a gap $\lambda$.

## Energy spread and stronger coupling

The packet does not have one energy. Seen from well 2 it is a displaced ground state, an eigenstate of that well's lowering operator with eigenvalue $\beta$, where $\beta^2=m\omega D^2/2\hbar=S$. Its level amplitudes obey $\sqrt{n+1}\,c_{n+1}=\beta c_n$, so after normalization $|c_n|^2=e^{-S}S^n/n!$. One can average $P$ over these weights, with the speed at each level given by

$$\tfrac12mv_n^2=(n+\tfrac12)\hbar\omega-\tfrac14\lambda,$$

and no contribution from levels below the crossing. With all else fixed, the results are:

| $V$ (eV) | packet | formula | averaged |
|---|---|---|---|
| 0.02 | 0.966 | 0.966 | 0.965 |
| 0.05 | 0.804 | 0.806 | 0.802 |
| 0.08 | 0.575 | 0.576 | 0.571 |
| 0.12 | 0.295 | 0.289 | 0.288 |
| 0.16 | 0.121 | 0.110 | 0.113 |

Averaging is no general improvement: it helps at 0.16 eV but not at 0.08 eV. It also leaves out the effect of the coupling on the motion itself. For example, the coupling raises the launch energy on the upper surface by about $V^2/\lambda$. At 0.16 eV the formula is low by 0.010, or 9% of the packet value.

The large-$S$ limit can be tested by holding the exponent at 0.3, 1 and 2. The largest deviation of the packet from the formula is 0.0102 at $S=13.9$ and 0.0024 at $S=55.7$. A fourfold $S$ reduces it about fourfold, consistent with a correction of order $1/S$.

Waiting too long changes the question. By 50.1 fs the upper branch has recrossed, while the lower branch has not yet returned. A fraction $P$ of the upper population $1-P$ hops down, so the lower population should be

$$P+(1-P)P=0.820 .$$

The two contributions lie at different positions and do not interfere in the population. The packet gives 0.818, and moves from 0.816 to 0.821 for read-out between 47 and 53 fs. A single-passage formula compared with this number would appear to fail.

## What the real interface changes

The ion with six water ligands is a simplified stand-in for those in ferric etching baths: in chloride baths most ferric ions also bind chloride. The inputs above are rough too, and the coupling to a surface site is the least certain. The launch is a sudden vertical capture, not a thermally activated etching event. Thermal occupation of the mode at 323 K leaves $P$ at 0.575. Slow solvent fluctuations matter more. For a rough outer reorganisation energy $\lambda_o=1$ eV, the gap spread $\sqrt{2\lambda_ok_BT}$ is 0.236 eV. Lowering the launch gap by this amount moves the crossing towards the launch point, where the packet is slower, and gives $P=0.532$; raising it gives 0.601. These values vary the gap about the launch value $\lambda$ used above. Sudden capture in a solvent equilibrated to the ferric ion also adds $\lambda_o$ to the mean gap, unless the energy offset between the two states compensates for it. With the full 1 eV added, the Landau-Zener formula, using the speed at the shifted crossing, gives 0.617. Force constants of $1.2k$ for ferric and $0.8k$ for ferrous give 0.526. The packet values are read at 25.1 fs. For read-out between 22 and 28 fs the lowered-gap value ranges from 0.531 to 0.535, and the unequal-force-constant value from 0.525 to 0.532.

A metal offers many levels instead of one site. Spreading the same total squared coupling over a band from 0 to 0.4 eV lowers the ferrous population from 0.573 to 0.517, both for launch in pure state 2. Levels higher in the band are crossed earlier and more slowly, which favours transfer and accounts for part of this drop. A real metal band is wider, and its total coupling need not stay the same. Solvent friction during the passage is left out, and its effect has not been sized.

The most serious limit is speed. In a thermal event the kinetic energy at the crossing is of order $k_BT=0.028$ eV, and $V$ is 2.9 times larger. The formula would return 0.08, but its assumption of a nearly constant speed through the coupling region no longer holds. That number should not be used as an etching probability. The agreement found here belongs to a fast passage, with $V=0.08$ eV against a kinetic energy of 0.574 eV. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
two-level, V^2/(hbar alpha)=0.05: integrated 0.73040, formula 0.73040
two-level, V^2/(hbar alpha)=0.15: integrated 0.38965, formula 0.38966
two-level, V^2/(hbar alpha)=0.40: integrated 0.08100, formula 0.08100
ligand mass 18 u, quantum 0.055 eV
bond change 0.014 nm, coordinate shift D 0.03429 nm
coupling V 0.080 eV, bath temperature 323 K
force constant k 1302.6 eV/nm^2
reorganisation energy lambda 0.7659 eV, S 13.926
packet rms width 0.00459 nm, period 75.19 fs
crossing at 0.01715 nm, reached at 12.53 fs
read-out at 25.06 fs, first return at 37.60 fs
kinetic energy at crossing 0.5744 eV
speed at crossing 0.002482 nm/fs
force difference 44.669 eV/nm, sweep rate 0.11085 eV/fs
time for gap to sweep 2V 1.443 fs
Landau-Zener exponent 0.5511, P 0.5763
wavepacket P 0.5752, transfer 1-P 0.4248
ferrous (diabatic) population at read-out 0.5806
grid points 256, spacing 0.000674 nm
150 steps of 0.1671 fs: wavefunction error 3.40e-04
300 steps of 0.0835 fs: wavefunction error 8.51e-05
600 steps of 0.0418 fs: wavefunction error 2.13e-05
error ratio on halving the step 4.000
V=0.02 eV: packet 0.9656, LZ 0.9661, energy-averaged LZ 0.9649
V=0.05 eV: packet 0.8041, LZ 0.8063, energy-averaged LZ 0.8016
V=0.08 eV: packet 0.5752, LZ 0.5763, energy-averaged LZ 0.5706
V=0.12 eV: packet 0.2954, LZ 0.2894, energy-averaged LZ 0.2880
V=0.16 eV: packet 0.1207, LZ 0.1103, energy-averaged LZ 0.1133
largest deviation at S=13.9: 0.01018
largest deviation at S=55.7: 0.00237
lower population at 50.13 fs: 0.8177, rule 0.8195
thermal mode occupation: P 0.5749
outer reorganisation energy 1.0 eV, gap spread 0.2359 eV
gap lowered by spread: packet 0.5322, LZ 0.5321
gap raised by spread: packet 0.6007, LZ 0.6013
force constants 1.2k (ferric), 0.8k (ferrous): P 0.5256
diabatic launch, one site: ferrous population 0.5730
band 0 to 0.4 eV: 11 levels 0.5169, 21 levels 0.5168
kT 0.02783 eV, V/kT 2.87
LZ formula at kinetic energy kT (outside its range): 0.0818
```
